# Oxide thickness from a photoemission ratio with two attenuation lengths: test program

```python
"""
Oxide thickness from a photoemission intensity ratio.

Result under test: with r = R/R0 and path length s = d/cos(theta),
    r = exp(s/len_sub) * (1 - exp(-s/len_ox))
has exactly one root s for every r > 0. It lies between
min(len)*ln(1+r) and max(len)*ln(1+r), and a Newton step from the left
end together with a chord step from the right end keeps it enclosed.

R        measured ratio, oxide line / substrate line
R0       the same ratio for a very thick oxide / a bare substrate
d        oxide thickness (nm);  theta  emission angle from the normal
len_ox   attenuation length in the oxide of oxide-line electrons (nm)
len_sub  attenuation length in the oxide of substrate-line electrons (nm)
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.special import expn


def log_ratio(s, len_ox, len_sub):
    return s / len_sub + np.log(-np.expm1(-s / len_ox))


def log_slope(s, len_ox, len_sub):
    u = s / len_ox
    return 1 / len_sub + np.exp(-u) / (-np.expm1(-u)) / len_ox


def log_curvature(s, len_ox):
    u = s / len_ox
    return -np.exp(-u) / np.expm1(-u) ** 2 / len_ox ** 2


def enclose(r, len_ox, len_sub, rel_tol=1e-12):
    """List of brackets [low, high] for the path length s."""
    span = np.log1p(r)
    low = min(len_ox, len_sub) * span
    high = max(len_ox, len_sub) * span
    history = [(low, high)]
    while high - low > rel_tol * high:
        h_low = log_ratio(low, len_ox, len_sub) - np.log(r)
        h_high = log_ratio(high, len_ox, len_sub) - np.log(r)
        new_low = low - h_low / log_slope(low, len_ox, len_sub)
        new_high = high - h_high * (high - low) / (h_high - h_low)
        low, high = new_low, new_high
        history.append((low, high))
        assert len(history) < 60, "enclosure does not converge"
    return history


def path_root(r, len_ox, len_sub):
    return float(np.mean(enclose(r, len_ox, len_sub)[-1]))


def ratio_by_quadrature(d, cosine, len_ox, len_sub, len_bulk):
    """R/R0 from depth integrals of the emission, layer by layer."""
    opts = dict(epsabs=0, epsrel=1e-10, limit=200)

    def oxide(z):
        return np.exp(-z / (len_ox * cosine))

    def bare(z):
        return np.exp(-z / (len_bulk * cosine))

    def covered(z):
        return np.exp(-d / (len_sub * cosine) - z / (len_bulk * cosine))

    film = quad(oxide, 0, d, **opts)[0]
    thick = quad(oxide, 0, np.inf, **opts)[0]
    clean = quad(bare, 0, np.inf, **opts)[0]
    buried = quad(covered, 0, np.inf, **opts)[0]
    return (film / buried) / (thick / clean)


# ---- inversion of quadrature data, enclosure and width bound ----
rng = np.random.default_rng(7)
worst_error, most_steps, n_cases = 0.0, 0, 60
for _ in range(n_cases):
    lo, ls, lb = rng.uniform(0.5, 5.0, 3)
    c = np.cos(np.radians(rng.uniform(0, 60)))
    d_true = rng.uniform(0.01, 12.0)
    r_case = ratio_by_quadrature(d_true, c, lo, ls, lb)
    steps = enclose(r_case, lo, ls)
    s_true = d_true / c
    for low, high in steps:
        assert low <= s_true * (1 + 1e-8)
        assert high >= s_true * (1 - 1e-8)
    root = np.mean(steps[-1])
    for (a, b), (a2, b2) in zip(steps[:-1], steps[1:]):
        k = -log_curvature(a, lo) / (2 * log_slope(b, lo, ls))
        bound = k * abs(root - a) * (b - a)
        # the additive slack covers rounding of the last iterates
        assert b2 - a2 <= bound * (1 + 1e-6) + 1e-11 * root
    worst_error = max(worst_error, abs(root / s_true - 1))
    most_steps = max(most_steps, len(steps) - 1)
assert worst_error < 1e-8
assert most_steps <= 12

# ---- strict growth and concavity of the logarithm, any length order ----
for length_ratio in (0.1, 0.5, 1.0, 2.0, 10.0):
    s_grid = np.linspace(0.05, 4.0, 200)          # in units of len_ox
    values = (1 - np.exp(-s_grid)) / np.exp(-s_grid / length_ratio)
    assert np.all(np.diff(values) > 0)
    assert np.all(np.diff(np.log(values), 2) < 0)

# ---- worked example: rough typical values, thin thermal oxide on Si ----
len_ox, len_sub, len_bulk = 2.6, 3.5, 3.0
R0, R, theta_deg = 3.0, 3.6, 35.0
mu = np.cos(np.radians(theta_deg))
r = R / R0
history = enclose(r, len_ox, len_sub)
s = float(np.mean(history[-1]))
d = mu * s
back = R0 * ratio_by_quadrature(d, mu, len_ox, len_sub, len_bulk)
assert abs(back / R - 1) < 1e-8

# ---- sensitivities against finite differences of the solver ----
slope = log_slope(s, len_ox, len_sub)
dd_dlnr = mu / slope
dd_dsub = mu * s / len_sub ** 2 / slope
dd_dox = mu * s / (len_ox ** 2 * np.expm1(s / len_ox)) / slope
e = 1e-4
fd_r = mu * (path_root(r * np.exp(e), len_ox, len_sub)
             - path_root(r * np.exp(-e), len_ox, len_sub)) / (2 * e)
fd_sub = mu * (path_root(r, len_ox, len_sub + e)
               - path_root(r, len_ox, len_sub - e)) / (2 * e)
fd_ox = mu * (path_root(r, len_ox + e, len_sub)
              - path_root(r, len_ox - e, len_sub)) / (2 * e)
assert abs(fd_r - dd_dlnr) < 1e-6
assert abs(fd_sub - dd_dsub) < 1e-6
assert abs(fd_ox - dd_dox) < 1e-6
assert abs(path_root(r, 2 * len_ox, 2 * len_sub) / (2 * s) - 1) < 1e-10

# ---- thin and thick limits ----
assert abs(path_root(1e-6, len_ox, len_sub) / (len_ox * 1e-6) - 1) < 1e-5
assert abs(path_root(1e12, len_ox, len_sub)
           - len_sub * np.log(1e12)) < 1e-8


# ---- neglected effects: reading minus true thickness, true value d ----
def reading_error(r_seen, lo=len_ox, ls=len_sub):
    return mu * path_root(r_seen, lo, ls) - d


carbon_nm = 0.5          # lengths in carbon taken as in the oxide
err_carbon = reading_error(
    r * np.exp(-carbon_nm / mu * (1 / len_ox - 1 / len_sub)))

extra_oxygen = 5e14      # atoms per cm2 lying on top of the oxide
oxide_density, oxide_molar_mass = 2.2, 60.08      # g/cm3, g/mol
oxygen_density = 2 * oxide_density / oxide_molar_mass * constants.N_A
oxygen_nm = extra_oxygen / oxygen_density * 1e7
err_oxygen = reading_error(
    (1 - np.exp(-s / len_ox) + oxygen_nm / (len_ox * mu))
    * np.exp(s / len_sub))

interface_nm = 0.543 / 4  # one (100) atomic layer of silicon
err_interface = reading_error(r * np.exp(interface_nm / (len_bulk * mu)))

uneven_nm = 0.3          # half the area thinner, half thicker
paths = np.array([d - uneven_nm, d + uneven_nm]) / mu
err_uneven = reading_error(np.mean(1 - np.exp(-paths / len_ox))
                           / np.mean(np.exp(-paths / len_sub)))

err_R0 = reading_error(1.2 * r)
err_lengths = reading_error(r, 1.1 * len_ox, 1.1 * len_sub)

# Elastic scattering: fluence equation, isotropic scattering, equal albedo
albedo = 0.15
edges = np.linspace(0, 20, 801)
middle = 0.5 * (edges[1:] + edges[:-1])
offset = edges[None, :] - middle[:, None]
kernel_integral = np.sign(offset) * (1 - expn(2, np.abs(offset)))
kernel = 0.5 * albedo * np.diff(kernel_integral, axis=1)
direct = -mu * np.diff(np.exp(-edges / mu)) / np.diff(edges)
fluence = np.linalg.solve(np.eye(len(middle)) - kernel, direct)
cumulative = np.concatenate(([0], np.cumsum(fluence * np.diff(edges))))


def h_integrand(t):
    return np.log(1 - albedo * np.arctan(t) / t) / (1 + (mu * t) ** 2)


h_function = np.exp(-mu / np.pi * quad(h_integrand, 0, np.inf)[0])
total_exact = mu * h_function / np.sqrt(1 - albedo)
# tolerance: cell width 0.025 with a logarithmic kernel
assert abs(cumulative[-1] / total_exact - 1) < 1e-3


def deeper_fraction(thickness, inelastic_length):
    depth = thickness / (inelastic_length * (1 - albedo))
    return 1 - np.interp(depth, edges, cumulative) / cumulative[-1]


r_elastic = ((1 - deeper_fraction(d, len_ox))
             / deeper_fraction(d, len_sub))
err_elastic = reading_error(r_elastic)
eff_ox = -2 * d / (mu * np.log(deeper_fraction(2 * d, len_ox)))
eff_sub = -2 * d / (mu * np.log(deeper_fraction(2 * d, len_sub)))
err_effective = reading_error(r_elastic, eff_ox, eff_sub)
assert abs(err_effective) < 0.5 * abs(err_elastic)

# ---- printed values ----
print(f"length in oxide, O 1s electrons: {len_ox:.1f} nm")
print(f"length in oxide, Si 2p electrons: {len_sub:.1f} nm")
print(f"length in silicon, Si 2p electrons: {len_bulk:.1f} nm")
print(f"R0 = {R0:.1f}, R = {R:.1f}, r = {r:.4f} (no unit)")
print(f"emission angle {theta_deg:.0f} deg, cosine {mu:.5f}")
print(f"ln(1+r) = {np.log1p(r):.5f}, ln r = {np.log(r):.5f}")
for i, (a, b) in enumerate(history):
    print(f"step {i}: s in [{a:.8f}, {b:.8f}] nm, width {b - a:.1e} nm")
print(f"path length s = {s:.5f} nm")
print(f"oxide thickness d = {d:.4f} nm")
print(f"O 1s attenuation factor exp(-s/len_ox) = {np.exp(-s/len_ox):.5f}")
print(f"Si 2p attenuation factor exp(-s/len_sub) = {np.exp(-s/len_sub):.5f}")
print(f"R rebuilt by quadrature = {back:.6f}")
print(f"d if both lengths = len_ox: {mu*len_ox*np.log1p(r):.4f} nm")
print(f"d if both lengths = len_sub: {mu*len_sub*np.log1p(r):.4f} nm")
print(f"slope g'(s) = {slope:.5f} 1/nm")
print(f"dd/d(ln r) = {dd_dlnr:.4f} nm")
print(f"dd/d(len_sub) = {dd_dsub:.4f}, dd/d(len_ox) = {dd_dox:.4f}")
print(f"d uncertainty for 2 percent in R: {0.02*dd_dlnr:.4f} nm")
print(f"random quadrature cases: {n_cases}")
print(f"largest relative error of root: {worst_error:.1e}")
print(f"most steps needed: {most_steps}")
print("reading minus true thickness, from neglected effects:")
print(f"carbon layer {carbon_nm:.1f} nm: {err_carbon:+.3f} nm")
print(f"oxygen density in oxide: {oxygen_density:.2e} cm^-3")
print(f"extra oxygen {extra_oxygen:.0e} cm^-2 = {oxygen_nm:.3f} nm oxide")
print(f"extra oxygen: {err_oxygen:+.3f} nm")
print(f"interface Si layer {interface_nm:.3f} nm: {err_interface:+.3f} nm")
print(f"uneven by +-{uneven_nm:.1f} nm: {err_uneven:+.4f} nm")
print(f"R0 used too small, r 20 percent high: {err_R0:+.3f} nm")
print(f"both lengths 10 percent too long: {err_lengths:+.3f} nm")
print(f"elastic albedo {albedo:.2f}; H function {h_function:.4f}")
print(f"total signal, solver {cumulative[-1]:.5f}, exact {total_exact:.5f}")
print(f"elastic, inelastic lengths used: {err_elastic:+.3f} nm")
print(f"effective lengths: O 1s {eff_ox:.3f} nm, Si 2p {eff_sub:.3f} nm")
print(f"elastic, effective lengths used: {err_effective:+.4f} nm")
print("checks complete")
```

Running it gives:

```
length in oxide, O 1s electrons: 2.6 nm
length in oxide, Si 2p electrons: 3.5 nm
length in silicon, Si 2p electrons: 3.0 nm
R0 = 3.0, R = 3.6, r = 1.2000 (no unit)
emission angle 35 deg, cosine 0.81915
ln(1+r) = 0.78846, ln r = 0.18232
step 0: s in [2.04998914, 2.75960076] nm, width 7.1e-01 nm
step 1: s in [2.38442845, 2.42438983] nm, width 4.0e-02 nm
step 2: s in [2.40537930, 2.40550532] nm, width 1.3e-04 nm
step 3: s in [2.40544576, 2.40544576] nm, width 1.3e-09 nm
step 4: s in [2.40544576, 2.40544576] nm, width 0.0e+00 nm
path length s = 2.40545 nm
oxide thickness d = 1.9704 nm
O 1s attenuation factor exp(-s/len_ox) = 0.39646
Si 2p attenuation factor exp(-s/len_sub) = 0.50295
R rebuilt by quadrature = 3.600000
d if both lengths = len_ox: 1.6793 nm
d if both lengths = len_sub: 2.2605 nm
slope g'(s) = 0.53837 1/nm
dd/d(ln r) = 1.5215 nm
dd/d(len_sub) = 0.2988, dd/d(len_ox) = 0.3557
d uncertainty for 2 percent in R: 0.0304 nm
random quadrature cases: 60
largest relative error of root: 1.1e-13
most steps needed: 5
reading minus true thickness, from neglected effects:
carbon layer 0.5 nm: -0.090 nm
oxygen density in oxide: 4.41e+22 cm^-3
extra oxygen 5e+14 cm^-2 = 0.113 nm oxide
extra oxygen: +0.132 nm
interface Si layer 0.136 nm: +0.085 nm
uneven by +-0.3 nm: -0.0182 nm
R0 used too small, r 20 percent high: +0.291 nm
both lengths 10 percent too long: +0.197 nm
elastic albedo 0.15; H function 1.0536
total signal, solver 0.93611, exact 0.93610
elastic, inelastic lengths used: +0.221 nm
effective lengths: O 1s 2.317 nm, Si 2p 3.129 nm
elastic, effective lengths used: -0.0140 nm
checks complete
```
